\section*{Zero-Temperature Potts Grain Growth and the Approach to Linear Area Growth}

\section{A power law that fails its own extrapolation}

In a simulation of grain growth on a triangular lattice, the mean grain area rises from 47.6 sites at time 64 to 153 sites at time 256. This is an effective growth exponent of $0.84\pm0.02$, well below one. A power law fitted to the areas at times 64, 128 and 256 predicts 490 sites at time 1024. The simulation gives $593\pm9$. A straight line through the same three points predicts 575. The exponent describes the interval in which it was measured, yet in this run of six cells it is a poor guide to what follows. To decide whether growth becomes linear we need the dynamics, its rate laws and the errors of each estimate.

\section{Model and update rule}

Each site $i$ of a triangular lattice carries an orientation label $\sigma_i$. With $J>0$ the energy is
\begin{equation}
E=J\sum_{\langle ij\rangle}\left(1-\delta_{\sigma_i\sigma_j}\right),
\label{eq:E}
\end{equation}
where each nearest-neighbour pair is counted once. Initially every site has its own label, so grains of different origin never merge by sharing one; only the pieces of a label that has split can rejoin, which is rare. The mean area $A$ is the number of sites divided by the number of surviving labels.

Let $c_i(q)$ be the number of neighbours of site $i$ with label $q$. The bonds of site $i$ cost $J[6-c_i(q)]$ if it takes label $q$, so a heat bath at temperature $T$ chooses $q$ with probability
\begin{equation}
P_i(q)=\frac{e^{Jc_i(q)/k_BT}}{\sum_{q'}e^{Jc_i(q')/k_BT}} .
\end{equation}
As $T\to0$, only labels with the largest $c_i$ keep a finite probability, and tied labels share it equally. A change from $q$ to $q'$ alters the energy by $J[c_i(q)-c_i(q')]\le0$.

Two consequences make the algorithm fast. First, a site with four or more like neighbours cannot change, because any other label has at most two. It can be skipped until a neighbour changes, without altering the dynamics. Second, give the site with lattice coordinates $(x,y)$ the colour $(x-y)\bmod 3$. The six neighbour steps $\pm(1,0)$, $\pm(0,1)$, $\pm(1,-1)$ change $x-y$ by $\pm1$ or $\pm2$, so neighbours differ in colour, also across the periodic edge if the side is a multiple of three. All sites of one colour can then be updated together, and their energy changes simply add.

The algorithm for each periodic cell is:
\begin{enumerate}
\item Draw one of the three colours at random, independently of earlier draws.
\item For each site of that colour with fewer than four like neighbours, count the neighbour labels and choose evenly among the most frequent.
\item Mark the neighbours of every changed site for re-examination.
\item After three draws, advance the time by one Monte Carlo step (MCS).
\end{enumerate}
A site is thus attempted once per MCS on average. The independence of the draws matters for the rate derived next.

\section{The shrinkage rate of an isolated grain}

Consider one grain in a uniform surrounding grain. Its outline is a closed path along the edges of the hexagons that surround the sites. Assume that the outline is simple and that the unlike neighbours of each boundary site form one unbroken run. Let $n$ be the number of unlike neighbours of a site, and $B$ the number of unlike bonds, which is also the number of edges of the outline.

At each corner the path turns by $60^\circ$, outward-convex at $V_+$ corners and concave at $V_-$. A closed path has as many corners as edges, and its total turn is $360^\circ$:
\begin{equation}
V_++V_-=B,\qquad V_+-V_-=6
\quad\Rightarrow\quad V_+=\frac{B+6}{2}.
\end{equation}
An inside site with $n$ consecutive unlike neighbours owns the $n-1$ convex corners between its exposed edges. If $N_{\rm in}$ inside sites lie on the boundary,
\begin{equation}
V_+=\sum_{\rm in}(n-1)=B-N_{\rm in}
\quad\Rightarrow\quad N_{\rm in}=\frac B2-3 ,
\end{equation}
and therefore
\begin{equation}
\sum_{\rm in}(n-2)=B-2N_{\rm in}=6 .
\label{eq:six}
\end{equation}

The terms with $n=1$ contribute $-1$ each. Such an inside site touches a single outside site $o$, and the two common neighbours of the pair are inside. It therefore lies in the interior of the run of inside neighbours of $o$. A run of length $n\ge2$ has $n-2$ interior members, so the number of inside sites with $n=1$ equals $\sum_{\rm out}\max(n-2,0)$. Equation~(\ref{eq:six}) becomes
\begin{equation}
\sum_{\rm in}\max(n-2,0)-\sum_{\rm out}\max(n-2,0)=6 .
\label{eq:turn}
\end{equation}

With two labels present, the heat bath flips a site with probability $0$ for $n\le2$, $1/2$ for $n=3$ and $1$ for $n\ge4$. This equals $\tfrac12\max(n-2,0)$ for all $n\le4$. Inside flips remove area and outside flips add it. Each colour is drawn with probability $1/3$ whatever the configuration, so the mean change per draw is
\begin{equation}
\langle\Delta A\rangle=-\frac13\cdot\frac12\cdot6=-1,
\qquad
\frac{d\langle A\rangle}{dt}=-3\ \text{sites/MCS}.
\label{eq:three}
\end{equation}
If the choice of colour depended on earlier draws, it would be correlated with the configuration those draws had produced, and the factor $1/3$ could not be taken out. The result fails for sites with $n\ge5$, which would need a probability above one, and for pinched outlines. Both matter when the grain is about to vanish.

As a test, 48 discs of 1459 sites each were followed. After 100 MCS all 48 outlines satisfied Eq.~(\ref{eq:turn}). Between 20 and 200 MCS the mean loss was $3.07\pm0.06$ sites/MCS, about one standard error from the predicted value.

In the continuum picture a boundary moves toward its centre of curvature with speed $K\kappa$, where $\kappa$ is the curvature and $K$ the product of boundary mobility and boundary energy. For any smooth closed outline,
\begin{equation}
\frac{dA}{dt}=-K\oint\kappa\,ds=-2\pi K .
\end{equation}
Comparison with Eq.~(\ref{eq:three}) gives $K=3/(2\pi)$ sites/MCS. The match concerns the total area rate; it does not make the motion of each boundary segment isotropic.

\section{From side number to linear growth}

In a polycrystal, three grains at most meet at a point, because each vertex of the boundary network lies in a triangle of three sites. Let a periodic cell contain $V$ triple junctions, $L$ boundary segments and $F$ grains. Every segment has two ends and every junction three segments, so $3V=2L$. If each grain is a topological disc, Euler's relation on the torus gives
\begin{equation}
V-L+F=V-\tfrac32V+F=0\quad\Rightarrow\quad V=2F .
\end{equation}
Each junction is a corner of three grains, so the mean number of sides is $3V/F=6$. At 256 MCS the six large cells described below held 3458 junctions and 1729 connected grains, in agreement with $V=2F$. The number of labels was 1728, so one label was split into two pieces.

Suppose now that the interior angle at each junction is $120^\circ$. The outline of a grain with $s$ sides turns by $\pi/3$ at each corner, and its smooth parts supply the rest:
\begin{equation}
\frac{dA}{dt}=-K\left(2\pi-\frac{s\pi}{3}\right)
=\frac{\pi K}{3}(s-6)=\lambda(s-6),
\qquad \lambda=\frac12\ \text{site/MCS}.
\label{eq:vnm}
\end{equation}
This is the von Neumann--Mullins law with the lattice value of $K$. On the lattice the $120^\circ$ condition can hold only as an average, since the boundary energy depends on direction and junction sites may be locked.

The slope was therefore measured from the area changes between 256 and 264 MCS, with grains classed by their initial side number. It is $0.43\pm0.04$ sites/MCS, 1.6 standard errors below $1/2$. Grains with 4, 5, 6, 7 and 8 sides changed at $-0.95$, $-0.43$, $0.01$, $0.40$ and $0.91$ sites/MCS. The data support the form of Eq.~(\ref{eq:vnm}) but cannot settle whether junctions reduce its slope by some ten per cent. The zero near $s=6$ is weak evidence: total area is conserved and the mean side number is six, so a fitted line must pass close to that point.

To obtain the mean area, let $g_s(a,t)\,da$ be the number of $s$-sided grains with area between $a$ and $a+da$. Grains disappear through $a=0$, where those with $s<6$ arrive at speed $\lambda(6-s)$:
\begin{equation}
\frac{dF}{dt}=-\lambda\sum_{s<6}(6-s)\,g_s(0,t).
\end{equation}
Assume that the structure is self-similar, so that its statistics depend on time through $A$ alone. Then $g_s(a,t)=(F/A)\,\phi_s(a/A)$ with fixed functions $\phi_s$; the prefactor makes the integral over $a$ proportional to $F$. Hence
\begin{equation}
\frac{dF}{dt}=-\frac{C\lambda F}{A},\qquad C=\sum_{s<6}(6-s)\phi_s(0).
\end{equation}
For a total of $N$ sites, $A=N/F$ and
\begin{equation}
\frac{dA}{dt}=-\frac{N}{F^2}\frac{dF}{dt}
=\frac{N}{F^2}\,\frac{C\lambda F}{A}=C\lambda .
\label{eq:linear}
\end{equation}
The last step uses $N/F=A$. Linear growth thus rests on self-similarity. It need not hold while the structure still remembers its start from single sites, nor when a cell holds so few grains that a distribution has no meaning.

Once the slope is constant, $A=A_0+kt$, and the local exponent is
\begin{equation}
\alpha(t)=\frac{d\ln A}{d\ln t}=\frac{kt}{A_0+kt}=1-\frac{A_0}{A}.
\label{eq:alpha}
\end{equation}
A positive offset keeps $\alpha$ below one although the growth is already linear, and the deficit fades only as $1/A$.

\section{Growth data and their errors}

Six independent cells of $210\times210$ sites were run to 1024 MCS. Errors are standard errors from the scatter between cells. With six cells such an error is itself uncertain by about $1/\sqrt{2\cdot5}\approx30\%$, if the scatter is Gaussian.

\subsection{Clock noise at early times}

At 4 MCS each cell contains thousands of grains, yet the areas of the six cells scatter by 14.6\%. The source is the random choice of colours. If a colour is drawn twice in succession, the neighbours of its sites have not changed, and the second heat bath draws from the same distributions as the first. Nothing is gained statistically. The number of useful draws is therefore at most the number of unbroken colour runs. Among 12 draws, each of the last 11 starts a new run with probability $2/3$, so this number has
\begin{equation}
\text{mean}=1+11\cdot\tfrac23=8.3,\qquad
\text{deviation}=\sqrt{11\cdot\tfrac23\cdot\tfrac13}=1.6,
\end{equation}
a relative spread of 19\%. Between 4 and 8 MCS the area grows from 6.88 to 11.10 sites, with local exponent $\ln(11.10/6.88)/\ln2=0.69$. Repeated colours alone thus contribute a spread in area of about $0.69\times19\%=13\%$. This is not the whole clock noise, because runs are not equally useful: a sequence that alternates between two colours leaves the sites of the third untouched. The scatter of only six cells is too uncertain to separate the two contributions. Over many draws the relative clock noise falls roughly as $t^{-1/2}$. It must be sampled by giving each cell its own colours; with a shared sequence it would be common to all cells and absent from the error bars.

\subsection{Exponents and slopes}

The exponents over three successive windows are
\begin{align}
16\text{--}64\ \text{MCS}:&\quad 0.755\pm0.030,\nonumber\\
64\text{--}256\ \text{MCS}:&\quad 0.843\pm0.020,\\
256\text{--}1024\ \text{MCS}:&\quad 0.977\pm0.027.\nonumber
\end{align}
The last value is within one standard error of unity. It differs from the middle one by $0.134$. The two windows share the area at 256 MCS, whose error enters this difference twice. With independent relative area errors of 0.67\%, 2.35\% and 1.50\% at 64, 256 and 1024 MCS, the error of the difference is $\sqrt{0.0067^2+(2\cdot0.0235)^2+0.0150^2}/\ln4=0.036$. The difference is thus 3.7 times this nominal error. The figure should not be taken at face value. It rests on six cells and mostly on the area at 256 MCS: were that area 10 sites higher, the difference would drop to 0.044. The error at 64 MCS is probably too small as well, since the $t^{-1/2}$ scaling of the clock noise alone suggests about 1.5\%.

The slopes $\Delta A/\Delta t$ show where linear growth begins. The slope is 1.06 sites/MCS between 4 and 8 MCS and 0.66 between 16 and 32 MCS. The four intervals from 64 to 1024 MCS give 0.569, 0.540, 0.543 and 0.588. If the errors of the end points are treated as independent, the last value has the error
\begin{equation}
\frac{\sqrt{8.9^2+6.3^2}}{512}=0.02\ \text{sites/MCS},
\end{equation}
and the other three have errors near 0.03. No trend is resolved among them. With $\lambda=1/2$, they correspond to $C$ between 1.1 and 1.2 in Eq.~(\ref{eq:linear}).

The low exponents have two different origins. From the interval 128--256 MCS, $k=0.540$ and $A_0=84.0-0.540\cdot128=15$ sites. This line gives exponents of 0.82 and 0.95 for the second and third windows, both within 1.5 standard errors of the data. There the deficit is mainly the offset in Eq.~(\ref{eq:alpha}). At 16 MCS the same line gives $23.5\pm4.4$ sites, while the simulation has $16.7\pm0.7$, a gap of only 1.5 errors. The least-squares line through 64, 128 and 256 MCS is better determined there and gives $21.8\pm1.7$ sites, 2.8 errors above the data. Together with the larger early slopes, this indicates that the first window belongs to a transient in which the slope itself is still falling.

\subsection{How far the extrapolations can be trusted}

A least-squares line through points $(t_i,A_i)$ predicts at time $t_*$ a weighted sum of the data,
\begin{equation}
A_*=\sum_iw_iA_i,\qquad
w_i=\frac13+\frac{(t_*-\bar t)(t_i-\bar t)}{\sum_j(t_j-\bar t)^2}
\end{equation}
for three points. With $t_i=64,128,256$ and $t_*=1024$, the weights are $-3.57$, $-0.64$ and $5.21$. The area errors $0.32$, $1.63$ and $3.60$ sites, again treated as independent, combine to
\begin{equation}
\sqrt{(3.57\cdot0.32)^2+(0.64\cdot1.63)^2+(5.21\cdot3.60)^2}
=19\ \text{sites}.
\end{equation}
The linear prediction is $575\pm19$, against the measured $593\pm9$: a difference of one combined error.

For the power law the same formula applies to $\ln A$ against $\ln t$. The three abscissae are equally spaced and the target lies three spacings from their centre, so the weights are $\tfrac13-\tfrac32$, $\tfrac13$ and $\tfrac13+\tfrac32$. The relative errors 0.7\%, 1.9\% and 2.4\% combine to 4.4\%, or 22 sites. The prediction $490\pm22$ misses the measured value by 103 sites, more than four combined errors. In this run the data thus prefer the line to a single power law. The preference hangs on the area at 256 MCS, which carries the largest weight in both fits. Were it 10 sites higher, under three errors that are themselves estimated from six cells, the power law would predict 550 and the line 627 sites, and both would miss by a similar amount. A firm decision needs more cells.

\section{Where the finite size enters}

Linear growth must be seen before the cell runs out of grains. At 1024 MCS a large cell still holds 74. Smaller cells, run with the same rule and times, show when trouble starts. It is natural to measure this by the number of grains a small cell would hold if its mean area were that of the large cells.

For side 36, with 1296 sites, this number is 27 at 64 MCS, and the area agrees with the large cells within 2.3\%. At 512 MCS it is $1296/292=4.4$, and the area is 11\% too large. At 1024 MCS it is 2.2, and the excess is 24\%. For side 18, with 324 sites, the excess is 9\% at 3.9 grains and 17\% at 2.1 grains. With so few grains these excesses are uncertain by several percentage points, about five for side 36 at 512 MCS, so the onset is located only roughly: at a few grains per cell, far below the 74 left in the large cells.

The smallest cells then behave in the opposite way. Their mean area is 190.34 sites at both 512 and 1024 MCS, so no grain vanished in between. The cells then hold $324/190.34=1.7$ grains on average. Those with one grain can coarsen no further, but some have halted with more than one. The model does possess such locked states. A strip that winds around the torus has boundaries with no net turn, hence no mean drive to shrink. If its edges follow lattice rows, and both the strip and the region beside it are at least two rows wide, every edge site has four like neighbours and cannot change at all. A $120^\circ$ grain corner aligned with the lattice is locked too: its site has three like neighbours, and the other three are divided between two grains. That the stalled cells are in these particular states is a conjecture, as their shapes were not examined. An early halt could pass for slow growth, and an early excess for fast growth, so an exponent from a nearly empty cell can err in either direction.

\section{Reading the result as a gold film}

Let each site be a column of a capped gold film, with spacing $a=5$~nm, thickness $h=50$~nm and temperature 600~K. Rough typical energies are $\gamma_b=0.4$~J/m$^2$ for boundaries and $\gamma_s=1.5$~J/m$^2$ for free surfaces. The reduced mobility $K=3$~nm$^2$/s is a chosen round value; all times scale as $1/K$. The site area is $\sqrt3a^2/2=21.65$~nm$^2$, and Eq.~(\ref{eq:three}) fixes the time step:
\begin{equation}
\tau=\frac{3\times21.65\ \text{nm}^2}{2\pi\times3\ \text{nm}^2/\text{s}}=3.45\ \text{s}.
\end{equation}
The run lasts 59 minutes, and the diameter of a circle of mean area grows from 65~nm at 256 MCS to 128~nm at its end. A straight boundary along a lattice row cuts two bonds per spacing, so $2J=\gamma_bah$ and $J/k_BT\approx6000$. Zero temperature is a sound limit for blocks of this size; atomic thermal motion enters through $K$.

Other assumptions are weaker. The diameter reaches the film thickness only at 142 MCS, and before that a real film need not be columnar. If both faces of the film were free instead of covered, surface grooves could hold a boundary. A boundary of in-plane radius $R$ comes to rest if it bends the opposite way through the thickness, which requires a tilt $h/2R$ at each surface. A groove that stands still permits a tilt up to about $\gamma_b/2\gamma_s$, so a boundary already sitting in one is held if $R>h\gamma_s/\gamma_b=188$~nm. A groove that travels with the boundary by surface diffusion sustains only $\gamma_b/6\gamma_s$, so a moving boundary stalls only for $R>3h\gamma_s/\gamma_b=562$~nm. A five- or seven-sided grain turns by $\pi/3$ over a rim of about $\pi D$, hence $R\approx3D$. Typical boundaries would stop between $D=63$~nm and $D=187$~nm, depending on which limit applies; the final diameter of the model lies inside this range.

Texture is the other omission. At the end, the curvature pressure $\gamma_b/R$ is 1.0~MPa for $R=384$~nm. A difference of 0.05~J/m$^2$ in surface or interface energy between two textures, acting on both faces, gives $2\times0.05/h=2.0$~MPa. An equal elastic strain $\varepsilon$ in both in-plane directions causes a stress $M\varepsilon$ in each, where $M$ is the biaxial modulus, and stores the energy density $2\cdot\tfrac12M\varepsilon^2=M\varepsilon^2$. A thermal strain of 0.0036 with a difference of 110~GPa in $M$ between two textures gives 1.4~MPa, an upper estimate if the film yields. Either can outweigh curvature and favour one texture, so linear normal growth is a fair expectation only among grains of like texture. Even in a perfect (111) fibre texture with random in-plane rotation, misorientations spread evenly from $0$ to $60^\circ$, and a quarter of random pairs lie below $15^\circ$, where boundary energy and mobility are not uniform. Impurity drag is not estimated here. The simulated hour is thus a statement about curvature-driven growth with equal boundaries, not a forecast for a given film. The full set of values is in the numerical output.

\section*{Computed values}
\begin{verbatim}
Isolated grains: 48, start 1459 sites
Outlines with turning sum 6: 100.0 %
Isolated loss: 3.069 +- 0.063 sites/MCS
Large cells: 6 of side 210 sites
t (MCS) | A side 210 +- error | A side 36 | A side 18 (sites)
    4 |    6.88 +- 0.41 |    6.44 |    6.76
    8 |   11.10 +- 0.58 |   10.25 |   10.99
   16 |   16.70 +- 0.71 |   16.28 |   17.15
   32 |   27.23 +- 0.29 |   26.43 |   27.74
   64 |   47.57 +- 0.32 |   46.47 |   46.66
  128 |   84.00 +- 1.63 |   84.64 |   91.25
  256 |  153.12 +- 3.60 |  155.52 |  178.55
  512 |  292.05 +- 6.30 |  324.00 |  190.34
 1024 |  593.27 +- 8.90 |  738.23 |  190.34
Scatter between large cells at 4 MCS: 14.6 %
Area exponent 16-64 MCS: 0.755 +- 0.030
Area exponent 64-256 MCS: 0.843 +- 0.020
Area exponent 256-1024 MCS: 0.977 +- 0.027
Slope 64-128 MCS: 0.569 sites/MCS
Slope 128-256 MCS: 0.540 sites/MCS
Slope 256-512 MCS: 0.543 sites/MCS
Slope 512-1024 MCS: 0.588 sites/MCS
Linear fit 64-256 taken to 1024 MCS: 574.5 sites
Power fit 64-256 taken to 1024 MCS: 490.3 sites
At 256 MCS: labels 1728, connected grains 1729
At 256 MCS: triple junctions 3458
Area rate per side: 0.429 +- 0.044 sites/MCS
Sides 4: 151 grains, -0.95 sites/MCS
Sides 5: 487 grains, -0.43 sites/MCS
Sides 6: 523 grains, 0.01 sites/MCS
Sides 7: 311 grains, 0.40 sites/MCS
Sides 8: 127 grains, 0.91 sites/MCS
Side 36, 20 or more grains: off by at most 7.7 %
Side 18, 20 or more grains: off by at most 1.8 %
Side 18 first off by over 20 % at sampled t = 512 MCS
Size-free grains per cell at that time: 1.1
Grains per large cell at 1024 MCS: 74.3
Film: spacing 5 nm, thickness 50 nm, 600 K
Boundary, surface energy: 0.4, 1.5 J/m^2
Reduced mobility: 3.0 nm^2/s
Site area: 21.65 nm^2; one MCS: 3.45 s
1024 MCS: 58.8 min
Mean-area diameter at 256, 1024 MCS: 65.0, 127.9 nm
J/kT: 6036
Diameter equals thickness at 142 MCS
Uncapped: grooves hold radii above 188 nm
Uncapped: reached at diameter 62.5 nm, 237 MCS
Final curvature radius, 5 or 7 sides: 384 nm
Final curvature pressure: 1.04 MPa
Surface energy difference: 0.05 J/m^2, 2.00 MPa
Strain 0.0036, modulus difference 110 GPa: 1.43 MPa
(111) fibre boundaries below 15 degrees: 25.0 %
\end{verbatim}
